Orbital relaxation makes the Hartree-Fock energy concave between integers

Consider an atom or molecule with fixed nuclei, treated without relativity in a finite basis of real functions. Each spin has its own set of orthonormal orbitals φ_p, with occupations n_p between 0 and 1. Let t_pq be the matrix of the kinetic energy plus the attraction by the nuclei, and let

(pq|rs) = ∫∫ φ_p(r) φ_q(r) φ_r(r′) φ_s(r′) / |r − r′| dr dr′

be the Coulomb integrals in atomic units. The symbol s(p,q) is 1 if p and q have the same spin and 0 otherwise. The unrestricted Hartree-Fock energy, extended to fractional occupations, is

E = Σ_p n_p t_pp + ½ Σ_pq n_p n_q [(pp|qq) − s(p,q)(pq|pq)].

The number of electrons in one spin channel is held at an integer. In the other channel the lowest orbitals are full, the next one, called h, holds f electrons with 0 ≤ f ≤ 1, and the rest are empty. The system therefore has N + f electrons. E(f) denotes the minimum of E over all orthonormal orbitals with these occupations held fixed. In a finite basis this minimum exists, because the energy is a continuous function on a closed and bounded set of rotations.

Suppose first that the orbitals are frozen while f changes. The one term of the energy that could be quadratic in f is the term p = q = h,

½ f² [(hh|hh) − (hh|hh)] = 0.

Exchange cancels the repulsion of the fractional electron with itself, so the energy is linear in f. A linear function is fixed by its values at f = 0 and f = 1, which are the energies E_N[φ] and E_{N+1}[φ] of two Slater determinants built from the same orbitals:

E[f,φ] = (1 − f) E_N[φ] + f E_{N+1}[φ].

Any curvature of E(f) must therefore come from the change of the orbitals with f. To find it, the energy is expanded to second order in a change δf of the occupation, with the orbitals free to respond.

The expansion is simplest in terms of the density matrix γ of each spin, written in the basis of the orbitals that are optimal at the starting value f. There γ is the diagonal matrix n of occupations. The energy is a quadratic function of γ, so for a change D it has no terms beyond the second:

E[γ + D] = E[γ] + Σ_pq F_pq D_pq + ½ Q(D,D),

Q(D,D′) = Σ_pqrs D_pq D′_rs [(pq|rs) − s(p,r)(pr|qs)].

Here p and q in D_pq have the same spin, as have r and s in D′_rs, and the sums run over both spins. The Fock matrix is the first derivative of the energy,

F_pq = t_pq + Σ_r n_r [(pq|rr) − s(p,r)(pr|qr)].

A rotation of the orbitals of one spin is exp(κ) with κ_qp = −κ_pq. It turns γ into

e^κ n e^(−κ) = n + [κ,n] + ½[κ,[κ,n]] + …

The first-order change has the elements

x_pq = [κ,n]_pq = κ_pq (n_q − n_p) = κ_pq w_pq,  w_pq = n_q − n_p.

It is symmetric, since exchanging p and q changes the sign of both factors. Two orbitals with equal occupations have w_pq = 0, and mixing them leaves the density matrix unchanged. From here on, each remaining pair is counted once and ordered so that n_q > n_p, which makes w_pq positive. The first-order energy of a rotation is 2 Σ_pairs F_pq x_pq. At a minimum it vanishes for every x, so F_pq = 0 for all these pairs. Orbitals with equal occupations may be mixed freely until F is diagonal among them too. Then F is diagonal throughout, with orbital energies ε_p as its elements.

Now let the occupation of h change by δf and let the orbitals rotate by κ at the same time. With P the matrix whose single nonzero element is P_hh = 1, the change of the density matrix through second order is

D = δf P + x + δf [κ,P] + ½[κ,x].

Its first-order energy, Σ F_pq D_pq, needs only the diagonal elements of D, because F is diagonal. The first term gives δf ε_h. The matrices x and [κ,P] have zero diagonals and give nothing. For the last term,

½[κ,x]_pp = ½ Σ_q (κ_pq x_qp − x_pq κ_qp) = Σ_q κ_pq x_pq = Σ_q κ_pq² (n_q − n_p).

Multiplying by ε_p and summing over p, each pair appears twice, once with ε_p w_pq and once with −ε_q w_pq. The result is

Σ_pairs κ_pq² w_pq (ε_p − ε_q) = Σ_pairs x_pq² (ε_p − ε_q)/w_pq.

In the interaction term, the second-order part of ½Q(D,D) is ½Q(δf P + x, δf P + x), which has three pieces. The first, ½(δf)² Q(P,P), is the self-interaction and vanishes as before. The second is

δf Q(P,x) = 2 δf Σ_pairs v_pq x_pq,  v_pq = (pq|hh) − s(p,h)(ph|qh),

where the factor 2 arises because x_pq and x_qp both occur. The third is ½Q(x,x). For two pairs pq and rs, the Coulomb integral occurs four times, since either pair may be reversed. The exchange integrals (pr|qs) and (ps|qr) occur twice each. After the factor ½,

½Q(x,x) = Σ_pairs x_pq M_pq,rs x_rs,

M_pq,rs = 2(pq|rs) − s(p,r)[(pr|qs) + (ps|qr)].

Collecting all terms, with pairs as vector indices,

E[f + δf, x] = E(f) + δf ε_h + 2δf vᵀx + xᵀGx + third order,

G_pq,rs = δ_pq,rs (ε_p − ε_q)/w_pq + M_pq,rs.

At δf = 0 the second-order energy of a rotation is xᵀGx, so G decides whether the orbitals are stable. A stable minimum is one for which G is positive definite. The optimal x then follows from setting the derivative with respect to x to zero:

2δf v + 2Gx = 0,  x = −δf G⁻¹v.

Inserting this x gives

2δf vᵀx + xᵀGx = −2(δf)² vᵀG⁻¹v + (δf)² vᵀG⁻¹v = −(δf)² vᵀG⁻¹v.

Since x is proportional to δf, the neglected terms are of order (δf)³. The coefficient of δf is the first derivative, and that of (δf)² is half the second derivative:

dE/df = ε_h(f),

d²E/df² = −2 vᵀG⁻¹v ≤ 0.

The inverse of a positive definite matrix is positive definite, so the curvature is negative unless v = 0. This is the usual sign of a second-order energy: a system that is free to respond lowers its energy, whether charge is added or removed.

The vector v is the force that the added charge exerts on the orbitals. It vanishes for every pair that contains h. If q = h, for example, then v_ph = (ph|hh) − (ph|hh) = 0. The fractional electron does not push on itself, and the bending starts with the response of the other electrons. The orbital h may still change, because G couples its rotations to theirs.

If M is neglected, G is diagonal and the curvature becomes

d²E/df² ≈ −2 Σ_pairs w_pq v_pq²/(ε_p − ε_q).

This is the uncoupled estimate, in which the orbitals respond to the added charge while the change of the Coulomb and exchange potential caused by the response x itself is left out.

The ends of the interval need a remark. As f → 0, the pairs of h with empty orbitals have w = f, and their diagonal elements in G grow as 1/f. Their x tends to zero and they drop out. As f → 1, the same happens to the pairs of full orbitals with h, for which w = 1 − f. The one-sided curvatures at the ends are thus finite and follow from the remaining pairs, provided that h is separated by a gap from the orbitals it would mix with.

The perturbation formula describes a smooth branch of stable solutions. If G has a zero eigenvalue, its inverse does not exist, and at a saddle point the formula can give either sign. The global minimum is concave even where the formula fails. Let f = λf₁ + (1 − λ)f₂ with 0 ≤ λ ≤ 1, and let φ be the optimal orbitals at f. By linearity at fixed orbitals,

E(f) = λE[f₁,φ] + (1 − λ)E[f₂,φ] ≥ λE(f₁) + (1 − λ)E(f₂),

because φ need not be optimal at f₁ or f₂. If two branches cross, the minimum passes to the one with the lower slope, and the resulting kink is also concave.

With f₁ = 0 and f₂ = 1, the inequality says that the curve lies on or above its chord. The height above the chord is

(1 − f)(E_N[φ] − E(0)) + f(E_{N+1}[φ] − E(1)).

The chord is the mean energy of a statistical mixture of two separately optimized systems. The fractional calculation must describe both with one set of orbitals, and the height is the price of that compromise. Concavity also places each tangent on or above the curve. The tangents at the two ends give

ε_h(1) ≤ E(1) − E(0) ≤ ε_h(0).

As an estimate of the ionization energy E(0) − E(1), the value −ε_h(1) from the system with N + 1 electrons is thus too large or equal, and −ε_h(0) from the ion is too small or equal. Both statements are relative to the difference of the two Hartree-Fock energies, not to experiment.

The helium atom shows the effect clearly. He⁺ has one full 1s orbital, and f electrons of opposite spin are added to a second 1s orbital. The basis consists of Gaussian functions: 14 of s type with exponents 0.02·2.5^k, k = 0 to 13, and 4 shells of p type with exponents 0.1·3^k, k = 0 to 3, in inverse square bohr. The equations were solved by repeated diagonalization of the Fock matrices until these commuted with the density matrices. The energy E(0) is −54.4226 eV, which lies 0.0002 eV above the exact nonrelativistic value of −2 hartree for a fixed nucleus. The total energies carry a basis error of this size. With 24 s functions of exponents 0.004·2^k, both E(0) and E(1) drop by 0.0002 eV, their difference and the orbital energies keep the digits shown below, and the curvatures move by at most 0.0002 eV. With E(1) = −77.8701 eV, the energy difference is

E(1) − E(0) = −77.8701 + 54.4226 = −23.4475 eV.

Between the ends, the calculation gives, in eV:

f = 0: ε_h = −22.332, curvature −1.674
f = 0.25: ε_h = −22.791, curvature −2.009
f = 0.5: ε_h = −23.348, curvature −2.482
f = 0.75: ε_h = −24.051, curvature −3.189
f = 1: ε_h = −24.979, curvature −4.337

The curvatures come from −2vᵀG⁻¹v. At these five points the lowest eigenvalue of G is at least 18.2 eV, so the solutions are stable. At f = 0.5, a five-point second difference of self-consistent total energies with step 0.05 gives −2.4822 eV, the same as the formula to the digits shown.

At the midpoint E(f) − E(0) is −11.4035 eV, while the chord is at −23.4475/2 = −11.7238 eV. The curve is 0.320 eV above it. A parabola with constant curvature c lies −c f(1 − f)/2 above its chord, which at the midpoint is −c/8. With the midpoint curvature this gives 2.482/8 = 0.310 eV. The small remainder reflects the variation of the curvature with f.

The orbital energies bracket the energy difference as required: −24.98 < −23.45 < −22.33 eV. The derivative relation also gives the difference as the integral of ε_h from 0 to 1. Boole's rule, with weights 7, 32, 12, 32, 7 divided by 90 on the five unrounded orbital energies, yields −23.4476 eV. The rounded values of the table give −23.4477 eV.

Second-order perturbation theory from the ion alone, carried to a whole electron, predicts

E(1) − E(0) ≈ ε_h(0) + ½E″(0) = −22.332 − 0.837 = −23.169 eV.

The full relaxation energy, measured from the tangent at f = 0, is 23.4475 − 22.3324 = 1.115 eV. The second-order term supplies 0.837 eV of it, or 75 percent. The rest comes from higher orders, as δf = 1 is not a small change.

At f = 0 the formula takes a form that can be read directly. Let 1 denote the occupied orbital of He⁺. The remaining pairs join it to empty orbitals p and r of the same spin, and

M_p1,r1 = 2(p1|r1) − (pr|11) − (p1|r1) = (p1|r1) − (pr|11).

The empty orbitals of the Fock matrix feel the repulsion (pr|11) − (p1|r1) of the electron in orbital 1, although there is no second electron of that spin. The matrix M removes this repulsion, so

G_p1,r1 = t_pr − ε_1 δ_pr.

This is the Hamiltonian of the one-electron ion, measured from its ground level. The curvature is then twice the ordinary second-order energy of He⁺ in the potential of the charge φ_h². The lowest eigenvalue of G should be the first excitation energy of the ion, ¾ × 54.42 = 40.82 eV, and the calculation gives 40.82 eV.

The same result explains why the uncoupled estimate at f = 0, −1.264 eV, is too weak. For any combination u of the empty orbitals,

(uu|11) − (u1|u1) = ½ ∫∫ [u(r)φ_1(r′) − φ_1(r)u(r′)]²/|r − r′| dr dr′ ≥ 0.

Hence M lowers G, and a smaller positive definite G has a larger inverse.

The response can also be seen in the size of the first electron's orbital. Its root-mean-square radius grows from 0.458 Å in He⁺ to 0.576 Å in He. The curvature grows in magnitude along the way. A more loosely held orbital that yields more easily is a plausible reason, but v changes as well, and the two effects were not separated.

Freezing the first electron in its He⁺ orbital removes the effect. The energy is then E(0) + f⟨h|t + J_1|h⟩, where J_1 is the repulsion by the frozen electron. The best h is the lowest eigenfunction of t + J_1, which does not depend on f, so the energy is the straight line E(0) + f ε_h(0). At f = 1 it lies 1.115 eV above the relaxed energy, which is the relaxation energy found above.

Lithium, from Li⁺ to Li, has a 1s² core and a fractional 2s electron, so one core electron has the same spin as the added charge and exchange enters v. With the same exponents, the curvature at f = 0.5 is −0.00171 eV, and the curve rises only 0.0002 eV above its chord. The energy difference is −5.3425 eV, between ε_h(1) = −5.3433 eV and ε_h(0) = −5.3416 eV. The last digit of these three numbers depends on the basis: with the 24 s functions each of them is lower by about 0.0001 eV, while the curvature and the height above the chord keep their values. The core orbital of opposite spin grows from 0.3531 Å to 0.3545 Å. The form of v suggests why the effect is so small. A potential that is uniform over the core gives (pq|hh) proportional to the overlap of φ_p and φ_q, which is zero. A charge that lies mostly outside the core produces a nearly uniform potential inside it. This argument covers only the Coulomb part of v. It says nothing about the exchange part (ph|qh) for the core electron of the same spin, and the uniformity of the potential was not itself tested. The sizes of v and G can be compared directly. At f = 0.5, with the 24 s functions, vᵀv is 0.087 eV² for lithium and 65 eV² for helium, a ratio of about 740, while the effective stiffness vᵀv/(vᵀG⁻¹v) is 102 eV against 52 eV. The weak force thus accounts for most of the difference. For the core electron of the same spin, the exchange part of v has length 0.37 eV and the Coulomb part 0.27 eV, and they largely cancel, leaving 0.11 eV, against 0.28 eV for the core electron of opposite spin. Concavity is thus general under the stated conditions, but its size depends on both the force v of the added charge and the stiffness G with which the orbitals resist it.

The sign depends on placing the fractional charge in one spin orbital. Suppose instead that N electrons, with 1 ≤ N ≤ 2, are shared equally by the two spins in one spatial orbital a. Each spin has occupation N/2, and the energy is

E = N t_aa + ½[N² − 2(N/2)²](aa|aa) = N t_aa + ¼N²(aa|aa).

Exchange now cancels half of the self-repulsion, and the frozen-orbital curvature is +½(aa|aa). Relaxation still lowers the energy, but it must compete with this positive term. For helium the positive term wins: a three-point second difference with step 0.1 gives a total curvature of +13.6 eV at N = 1.5. At N = 1 the energy is 8.12 eV above that of He⁺ with its electron in one spin orbital.

A similar competition appears if the exchange term of the Hartree-Fock energy is multiplied by a factor a between 0 and 1. The self-interaction term is then ½f²(1 − a)(hh|hh), which adds the positive curvature (1 − a)(hh|hh) at frozen orbitals. At a = 1 this term is gone, and the curvature that remains is that of orbital relaxation.
